# The Mott energy-transfer spectrum for electrons striking free electrons at rest: verification in Python

```python
"""
Result under test: spin-averaged Mott spectrum for an electron of energy E
striking a free electron at rest (non-relativistic, bare Coulomb force):
  dsigma/dW = (pi e^4/E) * { 1/W^2 + 1/(E-W)^2
                            - cos[eta ln((E-W)/W)] / (W (E-W)) }
W   : energy of the slower outgoing electron, 0 < W <= E/2
e^2 : squared charge / (4 pi eps0), here in eV cm
eta : e^2/(hbar v), v = speed of the incident electron
At W = E/2 the value is 4 pi e^4 / E^3.
Energies are in eV and lengths in cm unless a name says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import loggamma, eval_legendre

E_SQUARED = const.e / (4 * np.pi * const.epsilon_0) * 100.0      # eV cm
RYDBERG = const.value("Rydberg constant times hc in eV")
REST_ENERGY = const.m_e * const.c**2 / const.e


def sommerfeld(energy):
    speed = np.sqrt(2 * energy * const.e / const.m_e)
    return const.e**2 / (4 * np.pi * const.epsilon_0 * const.hbar * speed)


def relative_wavenumber(energy):
    """Wavenumber of the relative motion (reduced mass m/2), in 1/cm."""
    return np.sqrt(2 * const.m_e * energy * const.e) / (2 * const.hbar) / 100


def spectrum_terms(energy, transfer):
    """Direct, exchanged and interference terms, in cm^2/eV."""
    rest = energy - transfer
    scale = np.pi * E_SQUARED**2 / energy
    phase = sommerfeld(energy) * np.log(rest / transfer)
    return (scale / transfer**2, scale / rest**2,
            -scale * np.cos(phase) / (transfer * rest))


def spectrum(energy, transfer):
    return sum(spectrum_terms(energy, transfer))


def integrated_cross_section(energy, lowest):
    eta = sommerfeld(energy)
    log_ratio = np.log((energy - lowest) / lowest)
    return np.pi * E_SQUARED**2 / energy * (
        1 / lowest - 1 / (energy - lowest)
        - np.sin(eta * log_ratio) / (eta * energy))


def coulomb_amplitude(energy, theta):
    eta, k = sommerfeld(energy), relative_wavenumber(energy)
    s2 = np.sin(theta / 2)**2
    sigma0 = loggamma(1 + 1j * eta).imag
    return -eta / (2 * k * s2) * np.exp(2j * sigma0 - 1j * eta * np.log(s2))


# ---- Coulomb wave function: Schroedinger equation and outgoing part -------
mp.mp.dps = 230


def kummer_series(a, w):
    """1F1(a;1;w) summed directly from its power series."""
    term, total, n = mp.mpc(1), mp.mpc(1), 0
    while n < abs(w) or abs(term) > mp.mpf(10)**(-80):
        term *= (a + n) * w / mp.mpf(n + 1)**2
        total += term
        n += 1
    return total


test_eta = mp.mpf("0.5")
norm = mp.exp(-mp.pi * test_eta / 2) * mp.gamma(1 + 1j * test_eta)


def coulomb_wave(x, y, z):
    """Repulsive Coulomb wave for k = 1."""
    r = mp.sqrt(x * x + y * y + z * z)
    return norm * mp.expj(z) * kummer_series(-1j * test_eta, 1j * (r - z))


point = [mp.mpf("1.3"), mp.mpf("0.7"), mp.mpf("-0.9")]
step = mp.mpf(10)**(-15)
centre = coulomb_wave(*point)
laplacian = mp.mpc(0)
for axis in range(3):
    for sign in (1, -1):
        moved = list(point)
        moved[axis] += sign * step
        laplacian += (coulomb_wave(*moved) - centre) / step**2
radius = mp.sqrt(sum(c * c for c in point))
residual = abs(laplacian + (1 - 2 * test_eta / radius) * centre)
assert residual < mp.mpf(10)**(-20)


def outgoing_deviation(xi):
    """Relative gap between the outgoing wave and f e^{i(kr-eta ln 2kr)}/r."""
    theta = mp.pi / 3
    r = mp.mpf(xi) / (1 - mp.cos(theta))
    z = r * mp.cos(theta)
    a, w = -1j * test_eta, 1j * mp.mpf(xi)
    incident = sum(mp.rf(a, n)**2 / mp.factorial(n) * (-w)**(-n)
                   for n in range(13))
    incident *= norm * mp.expj(z) * (-w)**(-a) / mp.gamma(1 - a)
    outgoing = coulomb_wave(r * mp.sin(theta), mp.mpf(0), z) - incident
    s2 = mp.sin(theta / 2)**2
    sigma0 = mp.arg(mp.gamma(1 + 1j * test_eta))
    f = -test_eta / (2 * s2) * mp.expj(2 * sigma0 - test_eta * mp.log(s2))
    predicted = f * mp.expj(r - test_eta * mp.log(2 * r)) / r
    return float(abs(outgoing / predicted - 1))


deviation_near, deviation_far = outgoing_deviation(100), outgoing_deviation(400)
# the leading correction falls as 1/distance
assert deviation_far < 0.004
assert 3.8 < deviation_near / deviation_far < 4.2


# ---- Spectrum from singlet (even l) and triplet (odd l) partial waves -----
def parity_amplitude(energy, cosine, parity, lmax=600, reductions=3):
    """Part of the Coulomb amplitude with l of one parity.
    The series is multiplied by (1-x^2)^reductions to make it converge."""
    l = np.arange(lmax + 1)
    eta = sommerfeld(energy)
    coeff = (2 * l + 1) * np.exp(2j * loggamma(l + 1 + 1j * eta).imag)
    coeff[l % 2 != parity] = 0

    def times_x(c):
        out = np.zeros_like(c)
        out[1:] += l[1:] / (2 * l[1:] - 1) * c[:-1]
        out[:-1] += (l[:-1] + 1) / (2 * l[:-1] + 3) * c[1:]
        return out

    for _ in range(reductions):
        coeff = coeff - times_x(times_x(coeff))
    coeff[-10:] = 0          # entries spoiled by the cut of the series
    total = np.sum(coeff * eval_legendre(l, cosine))
    total /= (1 - cosine**2)**reductions
    return total / (2j * relative_wavenumber(energy))


def partial_wave_spectrum(energy, transfer):
    cosine = 1 - 2 * transfer / energy
    singlet = 2 * parity_amplitude(energy, cosine, 0)
    triplet = 2 * parity_amplitude(energy, cosine, 1)
    return 4 * np.pi / energy * (abs(singlet)**2 + 3 * abs(triplet)**2) / 4


worst_partial_wave = 0.0
for energy in (15.0, 600.0):
    for share in (0.1, 0.2, 0.35, 0.5):
        ratio = (partial_wave_spectrum(energy, share * energy)
                 / spectrum(energy, share * energy))
        worst_partial_wave = max(worst_partial_wave, abs(ratio - 1))
    equal_value = 4 * np.pi * E_SQUARED**2 / energy**3
    assert abs(partial_wave_spectrum(energy, energy / 2) / equal_value - 1) < 1e-7
assert worst_partial_wave < 1e-7

# ---- Spin average as a trace over the four spin states --------------------
swap = np.array([[1, 0, 0, 0], [0, 0, 1, 0], [0, 1, 0, 0], [0, 0, 0, 1]])
for energy, theta in ((15.0, 0.7), (600.0, 1.2)):
    f = coulomb_amplitude(energy, theta)
    g = coulomb_amplitude(energy, np.pi - theta)
    matrix = f * np.eye(4) - g * swap
    averaged = np.trace(matrix.conj().T @ matrix).real / 4
    transfer = energy * np.sin(theta / 2)**2
    assert abs(4 * np.pi / energy * averaged / spectrum(energy, transfer) - 1) < 1e-10

# ---- Kinematics from velocity vectors (mass 1, speed 1) -------------------
for theta in (0.3, 1.1, 1.5):
    direction = np.array([np.sin(theta), 0, np.cos(theta)])
    drift = np.array([0, 0, 0.5])
    struck = np.sum((drift - direction / 2)**2) / 2
    other = np.sum((drift + direction / 2)**2) / 2
    assert abs(struck / 0.5 - np.sin(theta / 2)**2) < 1e-12
    assert abs(other / 0.5 - np.cos(theta / 2)**2) < 1e-12

# ---- Worked example: inputs ----------------------------------------------
beam_energy = 600.0          # eV
lowest_transfer = 30.0       # eV
electron_density = 1e13      # cm^-3
electron_temperature = 3.0   # eV
gas_pressure_mtorr = 5.0
gas_temperature = 300.0      # K

eta = sommerfeld(beam_energy)
assert abs(eta / np.sqrt(RYDBERG / beam_energy) - 1) < 1e-8


# ---- Integrated cross section: angular and energy quadrature --------------
def angular_integrand(theta, energy):
    f = coulomb_amplitude(energy, theta)
    g = coulomb_amplitude(energy, np.pi - theta)
    return 2 * np.pi * np.sin(theta) * (
        abs(f)**2 + abs(g)**2 - (f * np.conj(g)).real)


for energy, lowest in ((15.0, 1.0), (beam_energy, lowest_transfer)):
    closed = integrated_cross_section(energy, lowest)
    start = 2 * np.arcsin(np.sqrt(lowest / energy))
    by_angle = quad(angular_integrand, start, np.pi / 2, args=(energy,),
                    epsabs=0, epsrel=1e-10)[0]
    by_energy = quad(lambda w: spectrum(energy, w), lowest, energy / 2,
                     epsabs=0, epsrel=1e-10)[0]
    assert abs(by_angle / closed - 1) < 1e-8
    assert abs(by_energy / closed - 1) < 1e-8

# ---- Moving targets: Monte Carlo of Rutherford collisions (mass 1) --------
# Direct term only; predicted factor on dsigma/dW is 1 + 2 T/W.
rng = np.random.default_rng(7)
samples, recoil_min = 2_000_000, 10.0
low_edge, high_edge = 60.0, 120.0
target = rng.normal(0, np.sqrt(electron_temperature), (samples, 3))
beam_speed = np.sqrt(2 * beam_energy)
relative = np.array([0, 0, beam_speed]) - target
relative_speed = np.linalg.norm(relative, axis=1)
recoil = recoil_min / (1 - rng.random(samples))       # density ~ 1/recoil^2
s2 = 2 * recoil / relative_speed**2
allowed = s2 <= 1
s2 = np.minimum(s2, 1)
sideways = np.cross(relative, rng.normal(size=(samples, 3)))
sideways /= np.linalg.norm(sideways, axis=1)[:, None]
kick = (relative * s2[:, None]
        + sideways * (relative_speed * np.sqrt(s2 * (1 - s2)))[:, None])
gain = np.sum(target * kick, axis=1) + np.sum(kick**2, axis=1) / 2
chosen = allowed & (gain > low_edge) & (gain < high_edge)
weights = np.where(chosen, beam_speed / relative_speed, 0.0)
at_rest = 1 / low_edge - 1 / high_edge
thermal_ratio_mc = weights.mean() / recoil_min / at_rest
thermal_ratio_formula = 1 + quad(
    lambda w: 2 * electron_temperature / w**3, low_edge, high_edge)[0] / at_rest
# statistical error is about 0.003, the effect itself about 0.075
assert abs(thermal_ratio_mc - thermal_ratio_formula) < 0.012

# ---- Screening: Fourier transform of the screened Coulomb potential -------
q_test, kappa_test = 2.0, 0.6
radial = quad(lambda r: np.exp(-kappa_test * r) * np.sin(q_test * r), 0, 60,
              limit=400)[0]
screen_factor = (radial * q_test)**2      # unscreened radial integral is 1/q
assert abs(screen_factor - (1 + (kappa_test / q_test)**2)**-2) < 1e-7

debye_cm = 100 * np.sqrt(const.epsilon_0 * electron_temperature
                         / (electron_density * 1e6 * const.e))
q_lowest = np.sqrt(2 * const.m_e * lowest_transfer * const.e) / const.hbar / 100
screening_loss = 2 / (q_lowest * debye_cm)**2

# ---- Example results ------------------------------------------------------
sigma_hard = integrated_cross_section(beam_energy, lowest_transfer)
free_path_m = 1 / (electron_density * sigma_hard) / 100
pressure_pa = gas_pressure_mtorr * 1e-3 * const.torr
gas_density = pressure_pa / (const.k * gas_temperature) * 1e-6
equal_terms = spectrum_terms(beam_energy, beam_energy / 2)
equal_total = sum(equal_terms)
low_terms = spectrum_terms(beam_energy, lowest_transfer)
no_phase = (low_terms[0] + low_terms[1]
            - np.pi * E_SQUARED**2 / beam_energy
            / (lowest_transfer * (beam_energy - lowest_transfer)))
phase_effect = sum(low_terms) / no_phase - 1
sign_change = beam_energy / (1 + np.exp(np.pi / (2 * eta)))

print("INPUTS (rough values, high-power impulse magnetron)")
print(f"incident energy E = {beam_energy:.0f} eV")
print(f"lowest transfer counted W0 = {lowest_transfer:.0f} eV")
print(f"electron density = {electron_density:.1e} cm^-3")
print(f"electron temperature = {electron_temperature:.1f} eV")
print(f"gas pressure = {gas_pressure_mtorr:.1f} mTorr")
print(f"gas temperature = {gas_temperature:.0f} K")
print("SPECTRUM")
print(f"e^2/(4 pi eps0) = {E_SQUARED:.5e} eV cm")
print(f"Rydberg energy = {RYDBERG:.4f} eV")
print(f"eta = {eta:.4f} (no unit)")
print(f"prefactor pi e^4/E = {np.pi * E_SQUARED**2 / beam_energy:.4e} eV cm^2")
print("W (eV): direct, exchanged, interference, total (1e-21 cm^2/eV)")
for transfer in (30.0, 60.0, 150.0, 300.0):
    terms = np.array(spectrum_terms(beam_energy, transfer)) * 1e21
    print(f"{transfer:5.0f}: {terms[0]:9.4f} {terms[1]:9.4f} "
          f"{terms[2]:9.4f} {terms.sum():9.4f}")
print(f"equal sharing, total = {equal_total:.4e} cm^2/eV")
print(f"equal sharing, total = {equal_total * 1e-4:.4e} m^2/eV")
print("equal sharing, total/(direct+exchanged) = "
      f"{equal_total / (equal_terms[0] + equal_terms[1]):.4f}")
print(f"interference changes sign at W = {sign_change:.4f} eV")
print(f"cross section for W > W0 = {sigma_hard:.4e} cm^2")
print(f"mean free path for W > W0 = {free_path_m:.0f} m")
print("NEGLECTED EFFECTS")
print("thermal targets, direct term at W0: "
      f"+{200 * electron_temperature / lowest_transfer:.1f} %")
print("thermal targets, direct term at E/2: "
      f"+{400 * electron_temperature / beam_energy:.1f} %")
print(f"setting the cosine to 1 at W0: total off by {-100 * phase_effect:+.2f} %"
      " of the cosine=1 value")
print(f"relativity, E/(m c^2) = {100 * beam_energy / REST_ENERGY:.3f} %")
print(f"Debye length = {debye_cm * 1e4:.2f} um")
print(f"screening loss at W0, 2/(q Debye)^2 = {screening_loss:.1e} (no unit)")
print(f"gas atom density = {gas_density:.3e} cm^-3")
print(f"gas atoms per free electron = {gas_density / electron_density:.1f}")
print("CHECKS")
print(f"partial waves against formula, worst gap = {worst_partial_wave:.1e}")
print(f"outgoing wave gap at k(r-z)=100: {deviation_near:.5f}")
print(f"outgoing wave gap at k(r-z)=400: {deviation_far:.5f}")
print(f"thermal factor, W from {low_edge:.0f} to {high_edge:.0f} eV: "
      f"Monte Carlo {thermal_ratio_mc:.3f}, formula {thermal_ratio_formula:.3f}")
print("all assertions hold")
```

Running it gives:

```
INPUTS (rough values, high-power impulse magnetron)
incident energy E = 600 eV
lowest transfer counted W0 = 30 eV
electron density = 1.0e+13 cm^-3
electron temperature = 3.0 eV
gas pressure = 5.0 mTorr
gas temperature = 300 K
SPECTRUM
e^2/(4 pi eps0) = 1.43996e-07 eV cm
Rydberg energy = 13.6057 eV
eta = 0.1506 (no unit)
prefactor pi e^4/E = 1.0857e-16 eV cm^2
W (eV): direct, exchanged, interference, total (1e-21 cm^2/eV)
   30:  120.6312    0.3342   -5.7351  115.2303
   60:   30.1578    0.3723   -3.1691   27.3610
  150:    4.8252    0.5361   -1.5865    3.7749
  300:    1.2063    1.2063   -1.2063    1.2063
equal sharing, total = 1.2063e-21 cm^2/eV
equal sharing, total = 1.2063e-25 m^2/eV
equal sharing, total/(direct+exchanged) = 0.5000
interference changes sign at W = 0.0177 eV
cross section for W > W0 = 2.9130e-18 cm^2
mean free path for W > W0 = 343 m
NEGLECTED EFFECTS
thermal targets, direct term at W0: +20.0 %
thermal targets, direct term at E/2: +2.0 %
setting the cosine to 1 at W0: total off by -0.54 % of the cosine=1 value
relativity, E/(m c^2) = 0.117 %
Debye length = 4.07 um
screening loss at W0, 2/(q Debye)^2 = 1.5e-10 (no unit)
gas atom density = 1.609e+14 cm^-3
gas atoms per free electron = 16.1
CHECKS
partial waves against formula, worst gap = 2.9e-12
outgoing wave gap at k(r-z)=100: 0.01262
outgoing wave gap at k(r-z)=400: 0.00313
thermal factor, W from 60 to 120 eV: Monte Carlo 1.078, formula 1.075
all assertions hold
```
